# When primary extinction reaches one percent in silicon 111

Suppose that the 111 reflection of a thin silicon layer is to be put on an absolute scale to 1%. One must decide whether the integrated intensity may be taken proportional to \(|F|^2\), as single scattering gives, or whether rescattering inside the perfect layer has to be included. For copper K-alpha radiation in symmetric Bragg geometry the decision falls near a thickness of 0.27 µm.

The estimate applies to a perfect, unstrained, free-standing plate, cut parallel to (111) and wide compared with the sideways travel of the beam inside it. "One percent" means one percent below single scattering *with the same ordinary absorption*. This distinction matters, because absorption removes more than extinction does at this thickness.

## The estimate

Let \(\kappa\) be the amplitude reflected per unit depth at the Bragg condition. It is derived below as

\[
\kappa=\frac{2r_e d|F|}{V},
\]

with \(r_e\) the classical electron radius, \(d\) the plane spacing and \(V\) the volume of the cubic cell. A plate of thickness \(t\) reflects an amplitude of about \(A=\kappa t\). For silicon 111, \(1/\kappa\) is 1501 nm.

The first correction comes from waves scattered three times: up at depth \(z_1\), down again at \(z_2\), and up at \(z_3\), with \(z_2<z_1\) and \(z_2<z_3\). Measure depths in units of \(t\), and let \(x\) be the deviation from the Bragg condition, scaled so that a single reflection at depth \(\zeta\) has phase \(2x\zeta\). The triple path has the phase of a single reflection at the effective depth

\[
\zeta=z_1-z_2+z_3 .
\]

Put \(a=z_1-z_2\) and \(b=z_3-z_2\), so that \(\zeta=z_2+a+b\). At fixed \(\zeta\le1\), the allowed pairs \(a,b\ge0\), \(a+b\le\zeta\) fill a triangle of area \(\zeta^2/2\). Each scattering contributes a factor \(-i\), and \((-i)^3=-(-i)\), so the triple wave opposes the single one:

\[
r_1=-iA\int_0^1e^{2ix\zeta}d\zeta,\qquad
r_3=+iA^3\int_0^1\frac{\zeta^2}{2}e^{2ix\zeta}d\zeta+\dots
\]

The dots stand for effective depths between 1 and 2. These do not interfere with \(r_1\) after integration over \(x\), because \(\int e^{2ix(\zeta-\zeta')}dx=\pi\delta(\zeta-\zeta')\). The same identity gives

\[
\int|r_1|^2dx=\pi A^2,\qquad
2\,\mathrm{Re}\int r_1^*r_3\,dx=-2\pi A^4\int_0^1\frac{\zeta^2}{2}d\zeta=-\frac{\pi A^4}{3}.
\]

The fractional loss is therefore \(A^2/3\) to leading order. Setting it to 0.01 gives \(A=\sqrt{0.03}=0.173\), hence \(t\approx0.173\times1501\ \mathrm{nm}\approx260\) nm for an electric field perpendicular to the plane of incidence (sigma polarization).

## The coupled waves

Take time dependence \(e^{-i\omega t}\), and let \(z\) point into the plate. At frequencies far above their binding frequencies, electrons of density \(n\) give the susceptibility

\[
\chi=-\frac{ne^2}{\varepsilon_0m\omega^2}=-\frac{r_e\lambda^2n}{\pi}.
\]

The Fourier component of the density for the reflection is \(F/V\). Keeping it and the mean,

\[
\chi(z)=\chi_0+2\chi_h\cos(Gz),\qquad \chi_h=-\frac{r_e\lambda^2F}{\pi V},\qquad G=\frac{2\pi}{d}.
\]

Let \(F\) be real for now; its sign does not matter, since the reflectivity will depend on \(A^2\). With \(k=2\pi/\lambda\), and \(q\) the normal component of the wavevector inside the mean medium, the sigma field obeys

\[
E''+\left[q^2+2k^2\chi_h\cos(Gz)\right]E=0 .
\]

Write \(E=D(z)e^{iGz/2}+U(z)e^{-iGz/2}\) and \(q=G/2+\delta\). Near the Bragg condition \(D\) and \(U\) vary slowly, so their second derivatives are dropped, as are the terms in \(e^{\pm3iGz/2}\). Also \(q^2-G^2/4\approx G\delta\). Collecting equal exponentials gives

\[
iGD'+G\delta D+k^2\chi_hU=0,\qquad -iGU'+G\delta U+k^2\chi_hD=0 .
\]

The coupling is

\[
\frac{k^2\chi_h}{G}=-\frac{4\pi^2}{\lambda^2}\,\frac{r_e\lambda^2F}{\pi V}\,\frac{d}{2\pi}=-\frac{2r_edF}{V}=-\kappa .
\]

The wavelength has cancelled. It survives in the polarization factor \(C\) and, weakly, in the dispersion corrections to \(F\). For a field in the plane of incidence (pi polarization), the induced dipoles are seen in projection, and \(\kappa\) is replaced by \(C\kappa\) with \(C=\cos2\theta\); for sigma, \(C=1\). Thus

\[
D'=i\delta D-iC\kappa U,\qquad U'=-i\delta U+iC\kappa D .
\]

## The reflection curve and its area

Set \(\zeta=z/t\), \(x=\delta t\), \(A=C\kappa t\) and \(s^2=A^2-x^2\). Differentiating either equation and eliminating the other amplitude shows that both obey \(f''=s^2f\), where primes now mean \(d/d\zeta\). Nothing enters from below, so \(U(1)=0\) and \(U=B\sinh[s(1-\zeta)]\). The second equation then gives \(D=(U'+ixU)/(iA)\), and at the top surface

\[
r=\frac{U(0)}{D(0)}=\frac{iA\sinh s}{-s\cosh s+ix\sinh s}=-iA\,h(x),\qquad
h=\frac{S}{c-ixS},
\]

with \(S=\sinh(s)/s\) and \(c=\cosh s\). Both are even in \(s\), hence real for real \(x\). Therefore

\[
R=|r|^2=\frac{A^2S^2}{c^2+x^2S^2}=\frac{A^2}{x}\,\mathrm{Im}\,h(x).
\]

The area follows from the behaviour of \(h\) for complex \(x\). From the coupled equations,

\[
\frac{d}{d\zeta}\left(|D|^2-|U|^2\right)=-2\,\mathrm{Im}(x)\left(|D|^2+|U|^2\right).
\]

A pole of \(h\) would be a solution with \(D(0)=0\) and \(U(1)=0\). Integrating over the plate would then give \(|D(1)|^2+|U(0)|^2\) on the left and a negative number on the right if \(\mathrm{Im}\,x>0\), which is impossible. For real \(x\) the right side is zero, so all amplitudes vanish. Hence \(h\) has no poles on the real axis or above it. For large \(|x|\), \(h\approx(e^{2ix}-1)/(2ix)\), which falls as \(1/|x|\) in the upper half-plane.

Close the contour for \(h/x\) above the real axis, passing over the point \(x=0\). The large arc gives nothing, and the small half-circle gives \(-i\pi h(0)\), so the principal value of \(\int h/x\,dx\) is \(i\pi h(0)\). Since \(h(0)=\tanh(A)/A\),

\[
\int_{-\infty}^{\infty}R\,dx=A^2\pi h(0)=\pi A\tanh A .
\]

Single scattering gives \(\pi A^2\). The conversion from \(x\) to angle, \(x=kt\cos\theta\,\Delta\theta\) across the narrow curve, cancels in the ratio:

\[
y=\frac{\tanh A}{A}=1-\frac{A^2}{3}+\frac{2A^4}{15}-\dots
\]

The second term is the triple scattering counted above. In the opposite limit, \(A\gg1\), \(y\to1/A\). The integrated reflection of a non-absorbing plate then no longer grows with thickness and is proportional to \(|F|\) instead of \(|F|^2\).

For an unpolarized beam, each polarization contributes a single-scattering intensity proportional to \(C^2\). With \(C\) now denoting \(\cos2\theta\), the loss at small thickness is

\[
L=\frac{(\kappa t)^2}{3}\,\frac{1+C^4}{1+C^2},\qquad
t=\frac1\kappa\sqrt{3L\,\frac{1+C^2}{1+C^4}} .
\]

## Numbers for silicon

With the origin at a bond centre, the two atoms of the basis sit at \(\pm(1,1,1)/8\) of the cell edge. Their 111 phases add to \(2\cos(3\pi/4)=-\sqrt2\), and the four lattice points of the cubic cell give magnitude \(4\sqrt2\). A free-atom unrestricted Hartree-Fock density gives \(f_0=10.548\). Rough typical values are used for the dispersion corrections, \(f'=0.25\) and \(f''=0.33\), and for the thermal amplitude factor, 0.9884. Then

\[
|F|=4\sqrt2\times|10.798+0.33i|\times0.9884=60.40,
\]

\[
\kappa=\frac{2\times2.81794\times10^{-6}\times0.31356\times60.40}{0.16019}\ \mathrm{nm^{-1}}=6.663\times10^{-4}\ \mathrm{nm^{-1}} .
\]

At the Bragg angle of 14.221°, \(C=0.8793\), and the small-loss formula gives 274 nm. Solving with the full \(\tanh\) gives 276 nm (0.276 µm) for unpolarized radiation, 262 nm for sigma and 297 nm for pi. The unpolarized figure of 0.27 to 0.28 µm is thus sound as an estimate, while the polarization alone moves the thickness between 0.26 and 0.30 µm.

The two-wave reduction was tested against Maxwell's equations solved slice by slice through the periodic plate, with surroundings of the same mean susceptibility. For 879 plane periods the unpolarized loss is 1.003%, against 1.001% from the formula. For a plate of 1501 nm, where \(A\approx1\) for sigma, the ratio to single scattering is 0.7611, against \(\tanh(A)/A=0.7616\). These small differences come from the test and not from the two-wave reduction: its integrals stop at \(|x|=100\), which removes nearly the same tail area from both curves and hence a larger fraction of the smaller one, and its single-scattering reference is the same plate with the coupling reduced to 3%. The leading term \(A^2/3\) would predict a loss of 33% there instead of 24%, so it should not be carried to such thicknesses.

## Absorption beside extinction

Absorption gives \(\chi_0\) a positive imaginary part \(r_e\lambda^2F_0''/(\pi V)\), with \(F_0''=8f''\). The intensity attenuation coefficient is \(k\) times this, \(\mu=2r_e\lambda F_0''/V=143\ \mathrm{cm^{-1}}\). A wave reflected at depth \(\zeta t\) travels \(2\zeta t/\sin\theta\), so single scattering is multiplied by

\[
\int_0^1e^{-u\zeta}d\zeta=\frac{1-e^{-u}}{u},\qquad u=\frac{2\mu t}{\sin\theta}=0.0321 .
\]

This is a loss of 1.59%, more than the extinction itself. The two together remove about 2.6%. Someone who compares with non-absorbing single scattering and blames the whole deficit on extinction would overstate extinction by a factor of about 2.6.

Absorption also changes extinction slightly. The path length of a triple-scattered wave is \(2\zeta t/\sin\theta\) with the same effective depth \(\zeta\), so

\[
L=A^2\,\frac{\int_0^1\zeta^2e^{-u\zeta}d\zeta}{\int_0^1e^{-u\zeta}d\zeta}
\approx\frac{A^2}{3}\,\frac{1-3u/4}{1-u/2}\approx\frac{A^2}{3}\left(1-\frac u4\right).
\]

This lowers the extinction loss by 0.80% of itself; the Maxwell solution shows 0.99%. The remainder comes from the phase \(\varphi\approx0.33/10.798=0.031\) of the complex structure factor. The interference term contains \(\mathrm{Re}\,F^2=|F|^2\cos2\varphi\), a further relative reduction of \(2\varphi^2\approx0.19\%\). Together the two effects raise the one-percent thickness by about 1 nm.

## Real layers and the limits of the estimate

A crystalline silicon layer on an amorphous oxide can be treated in the same way if it is cut parallel to (111) and its reflection is separated in angle from that of any silicon crystal beneath the oxide. For a layer cut parallel to another plane, 111 is not a symmetric Bragg reflection, and the thickness found here does not apply. If the layer's reflection overlaps that of a silicon crystal beneath the oxide, the two amplitudes interfere and the free-standing result does not apply.

Real layers may also be strained unevenly. Let the plane spacing change linearly by a fraction \(\epsilon\) through the thickness. The accumulated displacement adds a phase \(\beta\zeta^2\) to a reflection at depth \(\zeta\), with \(|\beta|=\pi\epsilon t/d\). The triple path then has the phase \(\beta(z_1^2-z_2^2+z_3^2)\), which differs from \(\beta\zeta^2\) by \(-2\beta ab\). Its interference is reduced by the average of \(\cos(2\beta ab)\approx1-2\beta^2a^2b^2\). Over the allowed paths the mean of \(a^2b^2\) is \(1/210\), so

\[
L\approx\frac{A^2}{3}\left(1-\frac{\beta^2}{105}\right).
\]

For a chosen \(\epsilon=10^{-3}\), \(\beta=\pi\times10^{-3}\times879=2.8\). The loss falls by about 7% of itself. Since \(\beta\) grows with \(t\) at fixed \(\epsilon\), the one-percent thickness rises by about 11 nm.

The other corrections estimated here are smaller. The free atom omits the charge redistributed by bonding; if that raised \(|F|\) by 2%, the thickness would fall from 276 to 270 nm. With \(F\) held fixed, K-alpha2 radiation changes it by less than 0.1 nm. Refraction and reflection at the vacuum surfaces change the intensity integrated over the outside angle by less than 0.1%.

The shape of the crystal is a stricter condition. Between entry and exit, a wave reflected once can travel sideways by up to \(2t/\tan\theta=2174\) nm, about eight times the thickness. The same limit holds for the triple-scattered waves that interfere with it. A plate much wider than this satisfies the derivation. A compact powder grain 276 nm across does not, because waves leave through its sides, and its extinction must be calculated for its own shape. The numerical output below lists the inputs and results.

## Calculated quantities

```
lattice parameter                      0.543102 nm
plane spacing d(111)                   0.31356 nm
cell volume                            0.16019 nm^3
wavelength K-alpha1                    0.154059 nm
classical electron radius              2.81794e-06 nm
Bragg angle                            14.221 deg
cos(2 theta)                           0.8793
f' (rough input)                       0.25 electrons
f'' (rough input)                      0.33 electrons
thermal B (rough input)                0.0046 nm^2
thermal amplitude factor               0.9884
f0(111), free atom, UHF/cc-pVTZ        10.548 electrons
f0(111), free atom, PBE/cc-pVTZ        10.575 electrons
|F(111)|                               60.40 electrons
kappa                                  6.6630e-04 1/nm
extinction length 1/kappa              1501 nm
A for 1 % loss, sigma                  0.1743
1 % thickness, sigma                   261.5 nm
1 % thickness, pi                      297.4 nm
1 % thickness, unpolarized             275.5 nm
same, in micrometres                   0.276 um
small-loss formula, unpolarized        273.8 nm
number of (111) periods                879
peak reflectivity, sigma               0.0330
extinction loss, formula               1.001 %
extinction loss, Maxwell               1.003 %
thick test plate                       1501 nm
its tanh(A)/A, sigma                   0.7616
its Maxwell ratio, sigma               0.7611
absorption coefficient                 143 1/cm
u = 2 mu t/sin(theta)                  0.0321
absorption loss                        1.59 %
extinction loss with absorption        0.993 %
relative change of that loss, Maxwell  -0.99 %
relative change, -u/4                  -0.80 %
total loss, both causes                2.57 %
curve width (FWHM), 1 % plate          52.7 arcsec
total-reflection width, thick, sigma   7.0 arcsec
surface reflection, intensity change   -0.003 %
K-alpha2 wavelength (rough input)      0.1544 nm
1 % thickness, K-alpha2                275.6 nm
1 % thickness, PBE form factor         274.8 nm
1 % thickness, |F| raised by 2 %       270.1 nm
lateral beam travel 2t/tan(theta)      2174 nm
```
